# Static first hyperpolarizability of water from first-order Hartree–Fock orbitals

**Setting.** A closed-shell molecule with fixed nuclei is treated in restricted Hartree–Fock theory with a fixed, real basis. Atomic units are used. In a uniform static field $\mathbf F$ the energy is

$$E(\mathbf F)=E_0-\mu_xF_x-\tfrac12\alpha_{xy}F_xF_y-\tfrac16\beta_{xyz}F_xF_yF_z-\dots,$$

with repeated Cartesian labels summed. An electron has charge $-1$, so the field adds $+\mathbf F\cdot\mathbf r$ to the one-electron operator $h_0$. Let $D$ be the projector on the occupied orbitals, so that the electronic energy is

$$E=2\,\mathrm{Tr}(hD)+\mathrm{Tr}\big(D\,G(D)\big),\qquad G(D)=2J(D)-K(D),$$

where $J$ and $K$ are the Coulomb and exchange matrices. $G$ is linear, and $\mathrm{Tr}(A\,G(B))=\mathrm{Tr}(B\,G(A))$ for symmetric $A,B$. The nuclei contribute at most a term linear in $\mathbf F$, which affects neither $\alpha$ nor $\beta$.

Matrices refer to the field-free canonical orbitals, occupied ($i,j$) before virtual ($a,b$), with energies $\varepsilon$. Every real closed-shell determinant near the field-free one can be written as

$$D=e^XD_0e^{-X},\quad X=\begin{pmatrix}0&-\kappa^T\\ \kappa&0\end{pmatrix},\quad D_0=\begin{pmatrix}1&0\\0&0\end{pmatrix}.$$

## (a) Expand $D$ to third order in $\kappa$, and the energy to third order in $\kappa$ and $F$ together

**Answer.** The exponentials give nested commutators, $D=D_0+d_1+d_2+d_3+\dots$, with $d_n=\frac1n[X,d_{n-1}]$ and $d_0=D_0$. First,

$$d_1=XD_0-D_0X=\begin{pmatrix}0&0\\ \kappa&0\end{pmatrix}-\begin{pmatrix}0&-\kappa^T\\0&0\end{pmatrix}=\begin{pmatrix}0&\kappa^T\\ \kappa&0\end{pmatrix}.$$

Next, $Xd_1=\mathrm{diag}(-\kappa^T\kappa,\ \kappa\kappa^T)$ and $d_1X=-Xd_1$, so

$$d_2=\tfrac12(Xd_1-d_1X)=\begin{pmatrix}-\kappa^T\kappa&0\\0&\kappa\kappa^T\end{pmatrix}.$$

Finally, $d_3=\frac13[X,d_2]$ is the commutator of an off-diagonal with a block-diagonal matrix, and is therefore purely off-diagonal.

For a field $F$ along one direction, let $r$ be the position component along it. Put $D=D_0+\Delta$ and $f_0=h_0+G(D_0)$. The symmetry of $G$ gives

$$E=E_0+2F\,\mathrm{Tr}(rD_0)+2\,\mathrm{Tr}(f_0\Delta)+\mathrm{Tr}(\Delta G(\Delta))+2F\,\mathrm{Tr}(r\Delta).$$

Since $f_0$ is diagonal, its traces with $d_1$ and $d_3$ vanish. The second- and third-order terms are

$$E^{[2]}=2\,\mathrm{Tr}(f_0d_2)+\mathrm{Tr}(d_1G(d_1))+2F\,\mathrm{Tr}(rd_1),$$

$$E^{[3]}=2\,\mathrm{Tr}(d_2G(d_1))+2F\,\mathrm{Tr}(rd_2).$$

The factor 2 in the first term of $E^{[3]}$ counts $\mathrm{Tr}(d_1G(d_2))$ and $\mathrm{Tr}(d_2G(d_1))$, which are equal.

## (b) Find the first-order orbital equations and the polarizability

**Answer.** Inserting the blocks into $E^{[2]}$ gives

$$E^{[2]}=\sum_{ai}\Big[2(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2+2\kappa_{ai}G(d_1)_{ai}+4F\,r_{ai}\kappa_{ai}\Big].$$

The middle term is a symmetric quadratic form, so its derivative is $4G(d_1)_{ai}$. Set $\partial E^{[2]}/\partial\kappa_{ai}=0$, write $\kappa=FU$ to first order, and divide by $4F$:

$$(\varepsilon_a-\varepsilon_i)U_{ai}+G(D_1)_{ai}+r_{ai}=0,\qquad D_1=\begin{pmatrix}0&U^T\\U&0\end{pmatrix}.$$

With two-electron integrals in charge-density order, the coupling is

$$G(D_1)_{ai}=\sum_{bj}\big[4(ai|bj)-(ab|ij)-(aj|ib)\big]U_{bj}.$$

These are the coupled Hartree–Fock equations. They have a unique solution if the response matrix, this kernel plus the diagonal $\varepsilon_a-\varepsilon_i$, is invertible. If an eigenvalue approaches zero, $U$ generally diverges and the expansion fails. For the water calculation below, the lowest eigenvalue is 0.325 hartree, so the reference is a minimum against real closed-shell rotations.

The energy is stationary and the basis does not depend on the field, so $\mu_x=-\partial E/\partial F_x$ has the electronic part $-2\,\mathrm{Tr}(r_xD)$. Its derivative is

$$\alpha_{xy}=-2\,\mathrm{Tr}(r_xD_1^y)=-4\sum_{ai}r^x_{ai}U^y_{ai}.$$

## (c) Show that $\beta$ needs no second-order orbitals, and derive its formula

**Answer.** Let the true solution be $\kappa=FU+F^2V+F^3W+\dots$. The energy has no term linear in $\kappa$ at zero field, because $\mathrm{Tr}(f_0d_1)=0$. Hence $W$ does not enter at order $F^3$. The matrix $V$ enters that order through $E^{[2]}$ alone, in the combination

$$4\sum_{ai}V_{ai}\big[(\varepsilon_a-\varepsilon_i)U_{ai}+G(D_1)_{ai}+r_{ai}\big]=0.$$

The bracket is the first-order equation, so $V$ drops out whatever its value. What remains is $E^{[3]}$ at $\kappa=FU$. With the first-order Fock matrix $f=r+G(D_1)$, the coefficient of $F^3$ is

$$E_3=2\,\mathrm{Tr}(d_2f)=2\big[\mathrm{Tr}(U^Tf_{vv}U)-\mathrm{Tr}(Uf_{oo}U^T)\big],$$

where $d_2$ is evaluated with $U$. Because $E_3=-\beta/6$ for a single direction,

$$\beta=-12\big[\mathrm{Tr}(U^Tf_{vv}U)-\mathrm{Tr}(Uf_{oo}U^T)\big].$$

For a general unit vector $\mathbf n$, linearity gives $U=n_xU^x$ and $f=n_xf^x$. The result is a cubic form in $\mathbf n$. Since $\beta_{xyz}$ is a third derivative of the energy, it is symmetric in its labels and is fixed by that form. Averaging over the six label orders turns $-12$ into $-2$:

$$\boxed{\beta_{xyz}=-2\sum_{\text{6 perm.}}\Big[\mathrm{Tr}(U^{xT}f^y_{vv}U^z)-\mathrm{Tr}(U^xf^y_{oo}U^{zT})\Big]}$$

## (d) Check the two-orbital limit and the dependence on origin

**Answer.** Take one occupied and one virtual orbital, with gap $\delta$, and neglect $G$ both in the equation for $U$ and in $f$, so that $f=r$. Then $U=-r_{ai}/\delta$ and

$$\beta=-\frac{12\,r_{ai}^2\,(r_{aa}-r_{ii})}{\delta^2}.$$

For one electron in two levels, the lower eigenvalue of the $2\times2$ matrix is $\varepsilon_i+Fr_{ii}-F^2r_{ai}^2/[\delta+F(r_{aa}-r_{ii})]+O(F^4)$. Its $F^3$ coefficient is $r_{ai}^2(r_{aa}-r_{ii})/\delta^2$, which gives $\beta=-6\,r_{ai}^2(r_{aa}-r_{ii})/\delta^2$. The formula above is twice this, as it should be for two independent electrons. In this limit $\beta$ requires both a transition moment and a difference between the mean positions of the two orbitals.

Now shift the origin, $r\to r+s$. Orthogonality leaves $r_{ai}$ and hence $U$ unchanged, while $f_{vv}$ and $f_{oo}$ each gain $s$ times a unit matrix. The virtual term changes by $-12s\,\mathrm{Tr}(U^TU)$ and the occupied term by $+12s\,\mathrm{Tr}(UU^T)$. These cancel.

For $\beta_{zzz}$ of water, with the origin at oxygen, the two terms are $-13.706$ and $+8.600$, with sum $-5.106$. For $s=2.0$ bohr they become $-77.655$ and $+72.549$, with the same sum. The separate terms therefore have no origin-independent meaning.

## (e) Confirm the result for water by finite fields

Water has O–H bonds of 0.96 Å and an angle of 104.5°. It lies in the $yz$ plane with oxygen at the origin and the hydrogens toward $+z$. In the aug-cc-pVDZ basis, the formula of (c) gives $\beta_{xxz}=-0.0545$, $\beta_{yyz}=-12.2880$ and $\beta_{zzz}=-5.1059$ au.

Solving the self-consistent and coupled equations in a field along $z$, with $h=0.002$ au, gives:

| $F_z$ | $\alpha_{zz}$ (au) |
|---|---|
| $+h$ | 8.074067 |
| $-h$ | 8.094489 |
| $+2h$ | 8.067299 |
| $-2h$ | 8.108138 |

State which components symmetry allows, then extract $\beta_{zzz}$ with the leading step error removed.

**Answer.** The reflections $x\to-x$ and $y\to-y$ leave the molecule unchanged. A nonzero component must therefore contain $x$ an even number of times, and likewise $y$. This leaves $xxz$, $yyz$, $zzz$ and their permutations.

From the energy expansion, $\beta_{xyz}=\partial\alpha_{xy}/\partial F_z$. In a central difference the even terms of the Taylor series cancel:

$$\beta_h=\frac{\alpha(h)-\alpha(-h)}{2h}=\alpha'+\frac{h^2}{6}\alpha'''+O(h^4).$$

For step $2h$ the error term is four times larger, so $(4\beta_h-\beta_{2h})/3=\alpha'+O(h^4)$. The data give

$$\beta_h=\frac{-0.020422}{0.004}=-5.1055,\qquad \beta_{2h}=\frac{-0.040839}{0.008}=-5.1049,$$

$$\beta_{zzz}=\frac{4(-5.1055)+5.1049}{3}=-5.106\ \text{au}.$$

The last digit of $\beta_h$ is affected by the rounding of the tabulated polarizabilities. With unrounded data, the largest deviation from the formula over all 27 components is $2.7\times10^{-6}$ au. The norm of the tensor error before extrapolation grows by a factor 4.003 when the step is doubled, as the $h^2$ law requires.

The field direction supplies another check: $\partial\alpha_{yz}/\partial F_y$ and $\partial\alpha_{yy}/\partial F_z$ both give $-12.2880$ au, although they come from different field calculations.

The polarizabilities in the field still rely on the coupled equations. The second difference of the self-consistent dipole does not, and it also gives $\beta_{zzz}=-5.106$ au. The claim about $V$ in (c) was tested as well: the third derivative of the energy along $\kappa=FU+F^2V$ is the same to the digits printed for $V=0$ and for a random $V$.

## (f) Find the component along the dipole, and assess two shortcuts and the basis

Use $\beta_\parallel=\frac35\sum_i\beta_{zii}$, with $z$ along the permanent dipole. Shortcut A omits $G$ from both the orbital response and $f$. Shortcut B keeps the coupled $U$ but replaces $f$ by $r$.

**Answer.** The dipole is $\mu_z=+0.787$ au, so $+z$ is its direction. Then

$$\beta_\parallel=0.6\,(-0.0545-12.2880-5.1059)=-10.47\ \text{au},$$

or $-3.36\times10^{-52}\ \mathrm{C^3\,m^3\,J^{-2}}$. A field along $+z$ pushes electrons toward $-z$, the oxygen side. The negative signs say that all three diagonal polarizabilities then decrease at first order in the field, $\alpha_{yy}$ most strongly.

Shortcut A gives $\beta_\parallel=-14.71$ au, a magnitude 41% larger than the full value in the same basis. Shortcut B gives $-17.74$ au, 69% larger. This ranking does not carry over to every component. For $(\beta_{xxz},\beta_{yyz},\beta_{zzz})$, shortcut A gives about $(-3.5,\,-9.3,\,-11.7)$ and shortcut B about $(-2.8,\,-14.8,\,-11.9)$, against the full $(-0.1,\,-12.3,\,-5.1)$. B is closer on the first two components and slightly farther on the third. A comes nearer in the sum because its $yyz$ error has the opposite sign to its other two errors. Neither shortcut is usable here. For $\beta_{zzz}$, shortcut B gives $-11.94$ au, so the missing $G(D_1)$ term contributes $-5.106+11.943=+6.84$ au and offsets more than half of the bare term.

The basis matters far more than the differentiation error:

| Basis | $\beta_{xxz}$ | $\beta_{yyz}$ | $\beta_{zzz}$ | $\beta_\parallel$ (au) |
|---|---|---|---|---|
| cc-pVDZ | −2.3 | −17.4 | −10.7 | −18.3 |
| aug-cc-pVDZ | −0.1 | −12.3 | −5.1 | −10.5 |
| aug-cc-pVTZ | −1.3 | −11.0 | −7.3 | −11.8 |

The augmenting diffuse functions reduce the magnitude of $\beta_\parallel$ by 43% of its cc-pVDZ value. Between the two augmented sets $\beta_\parallel$ changes by 1.3 au, 11% of the larger-basis value, while $\beta_{zzz}$ changes by 2.2 au. Adding a second, even-tempered set of diffuse functions to aug-cc-pVDZ gives about $(-0.4,\,-9.9,\,-4.9)$ and $\beta_\parallel\approx-9.1$ au. This moves $\beta_\parallel$ by 1.4 au in the opposite direction and $\beta_{yyz}$ by 2.4 au, while all signs stay negative. Basis convergence is not established, and the components are uncertain by one to two atomic units or more. The close agreement in (e) confirms the derivative within one basis, not the physical accuracy of the number.

These are static electronic Hartree–Fock values. Electron correlation, vibrational contributions, frequency dependence and solvent are left out.

## Table of computed values

```
O-H bond 0.96 angstrom, H-O-H angle 104.5 degrees
main basis aug-cc-pVDZ: 41 functions, 5 occupied, 36 virtual
SCF energy = -76.041257 hartree
dipole mu_z = 0.7873 au
lowest response-matrix eigenvalue = 0.3254 hartree
largest coupled-equation residual = 7.2e-15 au
alpha_xx: coupled 7.3355, from SCF dipoles 7.3355 au
alpha_yy: coupled 9.0877, from SCF dipoles 9.0877 au
alpha_zz: coupled 8.0831, from SCF dipoles 8.0831 au
field step h = 0.002 au
alpha_zz(+h) = 8.074067 au
alpha_zz(-h) = 8.094489 au
alpha_zz(+2h) = 8.067299 au
alpha_zz(-2h) = 8.108138 au
beta in au: first-order orbitals | difference h | 2h | extrapolated
beta_xxz: -0.0545 | -0.0544 | -0.0543 | -0.0545
beta_yyz: -12.2880 | -12.2890 | -12.2921 | -12.2880
beta_zzz: -5.1059 | -5.1057 | -5.1049 | -5.1059
d alpha_xz/dF_x extrapolated = -0.0545 au
d alpha_yz/dF_y extrapolated = -12.2880 au
largest deviation over 27 components = 2.7e-06 au
error ratio, step 2h over step h = 4.003
beta_zzz from second difference of SCF dipole = -5.106 au
beta_zzz from path energy, no second order = -5.106 au
beta_zzz from path energy, random second order = -5.106 au
beta_zzz virtual term (origin at O) = -13.7056 au
beta_zzz occupied term (origin at O) = 8.5996 au
origin shift along z = 2.0 bohr in r_z -> r_z + shift
shifted virtual term = -77.6547 au
shifted occupied term = 72.5487 au
beta_zzz with G left out everywhere = -11.7082 au
beta_zzz with coupled U but bare r = -11.9432 au
beta_parallel with G left out everywhere = -14.7113 au
beta_parallel with coupled U but bare r = -17.7365 au
beta_parallel = -10.4690 au
1 au of beta = 3.20636e-53 C^3 m^3 J^-2
beta_parallel = -3.3568e-52 C^3 m^3 J^-2
basis: functions | beta_xxz | beta_yyz | beta_zzz | parallel (au)
cc-pvdz: 24 | -2.339 | -17.393 | -10.742 | -18.285
aug-cc-pvdz: 41 | -0.054 | -12.288 | -5.106 | -10.469
aug-cc-pvtz: 92 | -1.349 | -10.999 | -7.259 | -11.764
```
